# Linear and square-root growth of thickness spread in atomic layer etching

## Two sites and a coin toss

Take two sites on one wafer, etched together for \(N\) cycles. In every cycle site A loses \(a\) more than the average depth, and site B loses \(a\) less. Each site also gains or loses a further depth \(b\), with the sign set by its own fair coin, tossed anew in each cycle. The difference in removed depth is

\[
\Delta_N=2aN+b\sum_{n=1}^{N}(\epsilon_{A,n}-\epsilon_{B,n}),\qquad \epsilon=\pm1 .
\]

The first term adds with the same sign in every cycle. The second has zero mean. Its square contains \(2N\) terms equal to \(b^2\), while the products of different tosses average to zero. The cross term with \(2aN\) also averages to zero, so

\[
\langle\Delta_N^2\rangle=4a^2N^2+2b^2N .
\]

The two parts are equal at \(N=b^2/(2a^2)\). Before that cycle the rms difference grows mainly as \(\sqrt N\), and after it mainly as \(N\). In this model any nonzero persistent difference wins eventually, because it adds the same amount in every cycle, while the random part grows only as \(\sqrt N\).

## The model for many sites

Let site \(i\), one of \(M\) sites, lose in cycle \(n\) the depth

\[
e_{i,n}=\mu+s_i+c_n+f_{i,n}.
\]

Here \(\mu\) is the mean etch per cycle. The offset \(s_i\) belongs to the site and stays fixed during the run; a temperature pattern across the wafer can produce it. The term \(c_n\) is a fluctuation shared by all sites, such as a change in dose that affects them equally. The term \(f_{i,n}\) is local. At given offsets it has zero mean and variance \(\sigma_i^2\), and it is uncorrelated between different cycles and between different sites. No Gaussian distribution is assumed.

Two variances matter:

\[
\sigma_s^2=\frac{1}{M-1}\sum_i(s_i-\bar s)^2,\qquad
\sigma_f^2=\frac1M\sum_i\sigma_i^2 .
\]

A bar denotes the average over the \(M\) sites. The first variance describes the fixed pattern, the second the local noise of one cycle.

## The variance after N cycles

Write \(F_i=\sum_n f_{i,n}\). The removed depth is

\[
D_i=N\mu+Ns_i+\sum_n c_n+F_i .
\]

Subtracting the average over sites removes \(\mu\) and every \(c_n\), since these are the same everywhere:

\[
D_i-\bar D=N(s_i-\bar s)+(F_i-\bar F).
\]

The within-wafer variance \(V\) is the expectation of \(\sum_i(D_i-\bar D)^2/(M-1)\). On squaring, the cross term vanishes in the mean because \(F_i\) has zero mean at given offsets. The persistent part gives \(N^2\sigma_s^2\) by the definition of \(\sigma_s^2\).

For the local part, first expand the square:

\[
\sum_i(F_i-\bar F)^2=\sum_iF_i^2-M\bar F^2 .
\]

Different cycles are uncorrelated, so \(\langle F_i^2\rangle=N\sigma_i^2\). Different sites are uncorrelated, so \(\langle\bar F^2\rangle=M^{-2}\sum_iN\sigma_i^2=N\sigma_f^2/M\). Therefore

\[
\Big\langle\sum_i(F_i-\bar F)^2\Big\rangle
=MN\sigma_f^2-N\sigma_f^2=(M-1)N\sigma_f^2 .
\]

Division by \(M-1\) gives the result

\[
V(N)=N^2\sigma_s^2+N\sigma_f^2 .
\]

The word "spread" below means \(\sqrt V\), the spread of removed depth.

The common fluctuation returns when one site is compared between repeated runs. If the offset is also the same in every run, it adds the same depth \(Ns_i\) each time and drops out of the variance. If \(c_n\) has variance \(\sigma_c^2\) and is uncorrelated between cycles and with \(f\), the run-to-run variance at that site is \(N(\sigma_i^2+\sigma_c^2)\). It contains no \(N^2\) term, but an offset that changed from run to run would add one. The variance between sites and the variance between runs therefore answer different questions.

## The crossover and its width

Setting \(N^2\sigma_s^2=N\sigma_f^2\) and dividing by \(N\sigma_s^2\) gives

\[
N_*=\frac{\sigma_f^2}{\sigma_s^2}.
\]

At this point each part of \(V\) is \(N_*^2\sigma_s^2\), so the spread is \(\sqrt2\,N_*\sigma_s=\sqrt2\,\sigma_f^2/\sigma_s\). If \(N_*<1\), the persistent part is the larger one from the first cycle.

How sharp is the change? Write \(V=\sigma_s^2(N^2+NN_*)\) and treat \(N\) as continuous. The local growth exponent is

\[
p(N)=\frac{d\ln\sqrt V}{d\ln N}
=\frac N2\,\frac{2N+N_*}{N^2+NN_*}
=\frac{N+N_*/2}{N+N_*}.
\]

It tends to \(1/2\) for \(N\ll N_*\) and to \(1\) for \(N\gg N_*\), and it equals \(3/4\) at \(N_*\). The change is gradual, so a short stretch of data near \(N_*\) can resemble a power law with an intermediate exponent.

The spread relative to the mean depth shows the same physics differently:

\[
\frac{\sqrt V}{N\mu}=\frac1\mu\sqrt{\sigma_s^2+\frac{\sigma_f^2}{N}} .
\]

It falls with cycle number, but only towards the floor \(\sigma_s/\mu\). More cycles average out local noise; they do not average out a fixed pattern.

## An alumina example

Consider amorphous alumina etched by alternating hydrogen fluoride and trimethylaluminium near 573 K. The first reactant fluorinates the surface, and the second removes the fluorinated layer by ligand exchange. Take \(\mu=0.05\) nm and a temperature slope of 0.001 nm/K per cycle, both rough typical values. Choose a site-to-site temperature spread of 0.5 K and a local fluctuation \(\sigma_f=0.005\) nm on patches of 10 nm × 10 nm. Then

\[
\sigma_s=0.001\times0.5=0.0005\ \text{nm},\qquad
N_*=\left(\frac{0.005}{0.0005}\right)^2=100 .
\]

The crossover comes after 5 nm of removal, with a spread of 0.071 nm. The two parts and their sum in quadrature are:

| Cycles | Persistent (nm) | Local (nm) | Spread (nm) | \(p\) |
|---|---|---|---|---|
| 10 | 0.0050 | 0.0158 | 0.0166 | 0.545 |
| 100 | 0.0500 | 0.0500 | 0.0707 | 0.750 |
| 400 | 0.2000 | 0.1000 | 0.2236 | 0.900 |

Extrapolation from a short run can fail in either direction. Scaling the 10-cycle spread by \(\sqrt{40}\) predicts 0.105 nm at 400 cycles, about half the model value. Scaling it by 40 predicts 0.66 nm, about three times that value.

The table also shows where an improvement pays. At 400 cycles, removing all local noise with \(\sigma_s\) held fixed lowers the spread from 0.224 to 0.200 nm. Halving \(\sigma_s\) with \(\sigma_f\) held fixed lowers it to \(\sqrt{0.100^2+0.100^2}=0.141\) nm.

The linear temperature slope is adequate here. An Arrhenius rate with the same slope has an apparent activation energy \(k_BT^2(d\mu/dT)/\mu=0.57\) eV. Averaging it over a Gaussian temperature distribution of width 0.5 K changes \(\sigma_s\) by about 0.004 percent.

## Finding the variances from two spreads

Dividing the variance law by \(N\) gives a straight line, \(V/N=\sigma_f^2+N\sigma_s^2\). Two cycle numbers \(N_1<N_2\) determine its slope and intercept:

\[
\sigma_s^2=\frac{V_2/N_2-V_1/N_1}{N_2-N_1},\qquad
\sigma_f^2=\frac{V_1}{N_1}-N_1\sigma_s^2 .
\]

These relations hold for expected variances; a single wafer gives only estimates of them. With the values of the example, Gaussian noise, and the same 49 sites measured without gauge error after 50 and 400 cycles, the inferred crossover falls between about 45 and 190 cycles for nine wafers in ten, if the offsets of the 49 sites have exactly the variance \(\sigma_s^2\) on every wafer. More sites or more wafers narrow this range.

One spread divided by its cycle number is not enough, since \(V/N^2=\sigma_s^2+\sigma_f^2/N\). At 10 cycles it would give 0.0017 nm per cycle for \(\sigma_s\), more than three times the value put in.

Gauge noise also biases the result. Suppose that each depth reading carries independent noise of variance \(g^2\), so that both measured variances rise by \(g^2\). The inferred slope changes by

\[
\frac{g^2(1/N_2-1/N_1)}{N_2-N_1}=-\frac{g^2}{N_1N_2},
\]

and the intercept changes by \(g^2/N_1+g^2/N_2\). The apparent crossover is therefore

\[
N_*^{\rm app}=\frac{\sigma_f^2+g^2(1/N_1+1/N_2)}{\sigma_s^2-g^2/(N_1N_2)} .
\]

Both changes push it upwards as long as the denominator stays positive. For \(N_1=50\), \(N_2=400\) and \(g=0.02\) nm, the numerator is \((2.5+0.9)\times10^{-5}\) nm² and the denominator is \((2.5-0.2)\times10^{-7}\) nm². The apparent crossover is 148 cycles instead of 100. Here \(g\) is the noise of a depth. If each depth is the difference of two thickness readings that each carry 0.02 nm of noise, \(g^2\) doubles and the apparent crossover is 205 cycles. If \(g^2\) is known, it should be subtracted from both variances first.

## When cycles remember each other

Suppose now that local fluctuations in cycles \(m\) and \(n\) have correlation \(r^{|m-n|}\), with \(|r|<1\). The factor \(N\) in the local variance becomes the double sum

\[
S_N(r)=\sum_{m,n=1}^{N}r^{|m-n|}
=N+2\sum_{k=1}^{N-1}(N-k)r^k ,
\]

because a separation \(k\) occurs \(N-k\) times on each side of the diagonal. To evaluate the last sum, count \(r^k\) once for every \(j\) from \(k\) to \(N-1\):

\[
\sum_{k=1}^{N-1}(N-k)r^k=\sum_{j=1}^{N-1}\sum_{k=1}^{j}r^k
=\sum_{j=1}^{N-1}\frac{r(1-r^j)}{1-r}
=\frac{r}{1-r}\left[N-\frac{1-r^N}{1-r}\right].
\]

In the last step the term \(j=0\), which is zero, was included to complete the geometric series. Hence

\[
S_N(r)=N\,\frac{1+r}{1-r}-\frac{2r(1-r^N)}{(1-r)^2}.
\]

When the crossover lies far beyond the correlation length, the first term dominates and the crossover moves to about \(N_*(1+r)/(1-r)\). In the example, \(r=0.2\) moves it to 150 cycles. A negative \(r\), for which a shortfall in one cycle tends to be followed by an excess in the next, brings it forward: \(r=-0.2\) gives an estimate of 67. The first whole cycle at which the persistent part leads is 68, because the second term of \(S_N\) adds slightly to the local variance.

## When the pattern itself drifts

The same sum describes offsets that slowly lose their identity. Let the offsets at different sites be independent, with zero mean, equal variance \(\sigma_s^2\), and correlation \(r^{|m-n|}\) between cycles, where \(r=e^{-1/L}\). The persistent part of \(V\) becomes \(\sigma_s^2S_N(r)\).

For \(N\ll L\), expand \(r^{|m-n|}\approx1-|m-n|/L\). Since \(\sum_{m,n}|m-n|=N(N^2-1)/3\),

\[
S_N\approx N^2\left(1-\frac{N}{3L}\right)\qquad(1\ll N\ll L).
\]

This part of the spread still grows almost linearly. With \(L=1000\) cycles, it is reduced by 1.6 percent at 100 cycles.

For \(N\gg L\gg1\), by contrast, \((1+r)/(1-r)\approx2L\) and \(S_N\approx2LN\). The spread returns to square-root growth, with a larger coefficient: \(V\approx N(\sigma_f^2+2L\sigma_s^2)\). Linear growth therefore occupies a window, \(N_*\ll N\ll L\), and is well developed only if \(L\gg N_*\). In the example the exponent \(p\) peaks at about 0.84 for \(L=10N_*\) and at 0.945 for \(L=100N_*\). "Persistent" means lasting much longer than the run under study.

## When the surface corrects itself

An etch may also respond to the depth already removed. Let \(h_n\) be the excess depth of a site over the mean, and let this excess lower the next etch by \(\kappa h_n\), with \(0<\kappa<1\). With \(q=1-\kappa\) and \(h_0=0\),

\[
h_{n+1}=qh_n+s+f_{n+1}.
\]

Repeated substitution gives

\[
h_N=s\sum_{k=0}^{N-1}q^k+\sum_{n=1}^{N}q^{N-n}f_n .
\]

The first sum is \((1-q^N)/\kappa\). The squares of the weights in the second form a geometric series in \(q^2\). For uncorrelated fluctuations this yields

\[
V=\sigma_s^2\left(\frac{1-q^N}{\kappa}\right)^2
+\sigma_f^2\,\frac{1-q^{2N}}{1-q^2}.
\]

For \(N\kappa\ll1\) the two factors reduce to \(N^2\) and \(N\), and the original law returns. For \(N\kappa\gg1\) both parts saturate, for different reasons. The persistent part levels off as the excess approaches \(s/\kappa\), where the restoring term \(\kappa h\) balances the offset. The local part stops growing because each old fluctuation is damped by a factor \(q\) per cycle, until the variance lost by damping equals the variance added by new noise. An assumed \(\kappa=0.001\) lowers the spread at 100 cycles from 0.0707 to 0.0673 nm, by 5 percent. Strong feedback can remove the crossover altogether. The ratio of the persistent to the local part rises with \(N\) only to \((2-\kappa)/(\kappa N_*)\), which is below one for \(\kappa>2/(N_*+1)\). In the example, \(\kappa=0.03\) gives a limiting ratio of 0.66.

## From removed depth to remaining film

A device depends on the film that remains, \(t_i=t_{0,i}-D_i\), where \(t_{0,i}\) is the starting thickness. Let \(\sigma_0^2\) be the variance of \(t_0\) across the sites and \(C_{0s}\) its covariance with the offsets, both with divisor \(M-1\). If the later fluctuations are uncorrelated with the starting film, then

\[
V_{\rm left}=\sigma_0^2-2NC_{0s}+N^2\sigma_s^2+N\sigma_f^2 .
\]

The minus sign comes from subtracting the removed depth. A film that starts thicker where etching is faster has \(C_{0s}>0\), which lowers the variance compared with \(C_{0s}=0\). This does not by itself make the film more uniform than at the start. That requires \(V_{\rm left}<\sigma_0^2\), or, after division by \(N\),

\[
2C_{0s}>N\sigma_s^2+\sigma_f^2 .
\]

The right side grows with \(N\), so any net gain in uniformity is eventually lost again if the film lasts long enough.

The starting film matters in the example. If a 30 nm film were laid down by independent random addition of formula units, its thickness on 10 nm patches would have a standard deviation of 0.13 nm. This exceeds the etch spread at 100 cycles. With \(C_{0s}=0\), the remaining thickness has a standard deviation of 0.15 nm at 100 cycles and 0.26 nm at 400. The crossover is then hard to see in remaining thickness unless the starting thickness of each site is measured and subtracted.

The model also requires film to be left everywhere. After 400 cycles the mean remaining thickness is 10 nm, which is 39 times the within-wafer standard deviation of the remaining thickness, 0.26 nm. For thickness averaged over 10 nm patches, etching through is negligible for distributions without extreme tails, provided that common fluctuations do not shift the mean by a comparable amount. This does not exclude pinholes narrower than a patch. If formula units were added and removed independently in square columns 0.5 nm on a side, the mean remaining thickness would be only about three standard deviations above zero.

## The size of the patch

The local noise depends on the area over which thickness is averaged. Suppose that formula units of density \(n_u\) are removed independently from a patch of area \(A\), with a Poisson-distributed number \(K\) per cycle. Its mean is \(\mu n_uA\), and the removed depth is \(K/(n_uA)\). Since a Poisson variance equals its mean,

\[
\sigma_f^2=\frac{\mu n_uA}{(n_uA)^2}=\frac{\mu}{n_uA},\qquad
N_*=\frac{\mu}{n_uA\,\sigma_s^2}.
\]

The crossover scales as \(1/A\) if the offset is uniform over the patch. A rough film density of 3 g/cm³ gives \(n_u=17.7\) nm⁻³. About 89 units then leave a 10 nm patch per cycle, and \(\sigma_f=0.0053\) nm, close to the chosen 0.005 nm. The corresponding crossover is 113 cycles. For a 100 nm patch it is 1.1 cycles. These values depend on what is counted as one unit. Ligand exchange carries aluminium atoms away singly, and counting one aluminium atom with its share of oxygen as the unit doubles \(n_u\), which gives \(\sigma_f=0.0038\) nm and halves both crossovers. The counting estimate therefore fixes the order of magnitude of \(\sigma_f\), not its value.

Under this counting model, and without gauge noise, the spread between optical spots many micrometres wide grows linearly from the first cycle, while nanometre-scale devices on the same wafer may still be in the square-root regime. Gauge noise of 0.02 nm would mask the early linear growth: in the example, \(N\sigma_s\) reaches that size only at 40 cycles. Measurements with the wide spot at many sites can supply \(\sigma_s\) if the offset is uniform over each spot, but not the local noise of the small device.

## How far the example reaches

The etch per cycle, temperature slope and density are rough values for this alumina process; the temperature spread and local noise are choices. The crossover is sensitive to them. With the slope and \(\sigma_f\) held fixed, it varies as the inverse square of the temperature spread, so 2 K instead of 0.5 K would bring it from 100 to about 6 cycles. Real self-limiting reactions can break the assumption of independent removal, since neighbouring reaction sites compete and missed material can be removed later. The correlations of \(\pm0.2\) considered above shift the crossover from 100 cycles to about 150 or 67; the actual correlation must be measured. The numerical output below gives further intermediate values.

## Numbers as computed

```
etch per cycle: 0.050 nm
temperature: 573 K
rate slope: 0.0010 nm/K per cycle
site temperature std: 0.50 K
persistent std sigma_s: 0.00050 nm per cycle
local fluctuation std sigma_f: 0.0050 nm per cycle
patch side: 10 nm
starting film: 30 nm
crossover N*: 100.0 cycles
depth removed at N*: 5.00 nm
total spread at N*: 0.0707 nm
N | persistent | fluctuating | total (nm) | exponent
1 | 0.0005 | 0.0050 | 0.0050 | 0.505
10 | 0.0050 | 0.0158 | 0.0166 | 0.545
100 | 0.0500 | 0.0500 | 0.0707 | 0.750
400 | 0.2000 | 0.1000 | 0.2236 | 0.900
spread/N at N=10: 0.00166 nm per cycle
spreads at N=50, 400: 0.0433, 0.2236 nm
N* inferred with gauge noise 0.00 nm: 100.0 cycles
N* inferred with gauge noise 0.02 nm: 147.8 cycles
first crossing for cycle correlation -0.2: 68 cycles
first crossing for cycle correlation +0.2: 150 cycles
offset memory: 1000 cycles
persistent spread factor at N* from memory: 0.9836
restoring coefficient kappa: 0.0010 per cycle
total spread at N* with restoring etch: 0.0673 nm
mass density: 3.0 g/cm3
formula-unit density: 17.72 nm^-3
units removed per patch and cycle: 88.6
counting estimate of sigma_f: 0.00531 nm
N* from counting, 10 nm patch: 112.9 cycles
N* from counting, 100 nm patch: 1.13 cycles
counting estimate of starting-film std: 0.1301 nm
remaining film at N=100: 25.0 nm, std 0.1481 nm
distance from etching through: 169 std
remaining film at N=400: 10.0 nm, std 0.2587 nm
distance from etching through: 39 std
apparent activation energy: 0.566 eV
sigma_s change from nonlinear rate: 0.0043 percent
```
